# Examination question: kinetic-energy functionals for the hydrogen atom

Hartree atomic units are used, with lengths in bohr and energies in hartree. The nucleus is a fixed point charge and relativity is neglected. The ground state is $\psi=e^{-r}/\sqrt{\pi}$, with density $n=e^{-2r}/\pi$. The von Weizsäcker functional is
$$T_W[n]=\frac18\int\frac{|\nabla n|^2}{n}\,d^3r .$$
$T_s[n]$ denotes the kinetic energy of non-interacting electrons whose ground state, in some local potential, has density $n$. The integral $\int_0^\infty r^m e^{-ar}dr=m!/a^{m+1}$ may be used.

## (a) Exact kinetic energy and $T_W$

*Find the kinetic energy $T$ of the ground state and compare it with $T_W[n]$. For which one-electron states do the two agree? Examine $\psi_{2s}=(2-r)e^{-r/2}/\sqrt{32\pi}$ and $\psi_{2p}=re^{-r/2}\sin\theta\,e^{i\varphi}/\sqrt{64\pi}$.*

**Answer.** Since $\nabla^2e^{-r}=r^{-2}(r^2(-e^{-r}))'=(1-2/r)e^{-r}$, one has $(-\tfrac12\nabla^2-1/r)\psi=-\tfrac12\psi$, and $\int n\,d^3r=4\cdot2!/2^3=1$. Integration by parts gives $T=-\tfrac12\int\psi^*\nabla^2\psi=\tfrac12\int|\nabla\psi|^2$; the surface terms $4\pi r^2\psi\psi'$ vanish at infinity and at $r\to0$. With $\psi'=-\psi$,
$$T=\tfrac12\int\psi^2\,d^3r=\tfrac12 .$$
For the density, $n'=-2n$, so $|\nabla n|^2/(8n)=n/2$ and
$$T_W=\tfrac12\int n\,d^3r=\tfrac12=T ,$$
which is 13.606 eV.

In general write $\psi=\sqrt n\,e^{i\alpha}$ with $\alpha$ real. Then $\nabla\psi=(\nabla\sqrt n+i\sqrt n\,\nabla\alpha)e^{i\alpha}$ and $\nabla\sqrt n=\nabla n/(2\sqrt n)$, so
$$\tfrac12|\nabla\psi|^2=\frac{|\nabla n|^2}{8n}+\tfrac12\,n|\nabla\alpha|^2 .$$
Hence $T=T_W$ for a real orbital, and $T>T_W$ when the phase varies over a finite volume. A nodal surface, where the identity is undefined, has zero volume and the integrand stays bounded next to it.

For 2s the orbital is real, with $\psi'\propto(-2+r/2)e^{-r/2}$, and
$$T=T_W=\frac12\cdot\frac{4\pi}{32\pi}\int_0^\infty\Big(4-2r+\frac{r^2}{4}\Big)r^2e^{-r}dr=\frac{8-12+6}{16}=\frac18 .$$
For 2p, $\alpha=\varphi$ and $|\nabla\alpha|^2=1/(r\sin\theta)^2$. The phase term is $\frac{1}{128\pi}\int e^{-r}d^3r=\frac{4\pi\cdot2}{128\pi}=\frac1{16}$. The gradient of $\sqrt n$ has components proportional to $(1-r/2)e^{-r/2}\sin\theta$ and $e^{-r/2}\cos\theta$. The solid-angle integrals of $\sin^2\theta$ and $\cos^2\theta$ are $8\pi/3$ and $4\pi/3$, so
$$T_W=\frac{1}{128\pi}\Big[\frac{8\pi}{3}(2-6+6)+\frac{4\pi}{3}\cdot2\Big]=\frac1{16},\qquad T=\frac1{16}+\frac1{16}=\frac18 .$$
Here $T_W$ misses half of $T$.

## (b) Thomas-Fermi

*Derive the kinetic energy per volume of a uniform non-interacting gas with one spin species and with two equal spin densities. Apply it locally to hydrogen, stating which case is appropriate.*

**Answer.** Plane waves in a periodic box of volume $\Omega$ have $\Omega/(2\pi)^3$ states per volume of $k$-space for each spin. One species filled to $k_F$ has
$$n=\frac{4\pi k_F^3/3}{8\pi^3}=\frac{k_F^3}{6\pi^2},\qquad t=\frac{4\pi}{8\pi^3}\int_0^{k_F}\frac{k^2}{2}k^2dk=\frac{k_F^5}{20\pi^2}=\frac{3}{10}k_F^2\,n .$$
With $k_F=(6\pi^2n)^{1/3}$ this is $t=C_1n^{5/3}$, $C_1=\frac3{10}(6\pi^2)^{2/3}=4.557800$.

Without interaction the two spins are separate systems, so their kinetic energies add. For $n_\uparrow=n_\downarrow=n/2$, $t=2C_1(n/2)^{5/3}=C_2n^{5/3}$ with $C_2=2^{-2/3}C_1=\frac3{10}(3\pi^2)^{2/3}=2.871234$.

The Thomas-Fermi functional $T_{TF}=C\int n^{5/3}d^3r$ treats each volume element as a piece of uniform gas. Hydrogen has one electron, whose spin defines an axis along which $n_\uparrow=n$, $n_\downarrow=0$, so $C=C_1$. The integral is
$$\int n^{5/3}d^3r=4\pi\,\pi^{-5/3}\int_0^\infty r^2e^{-10r/3}dr=4\pi^{-2/3}\cdot2\Big(\frac{3}{10}\Big)^3=\frac{27}{125}\pi^{-2/3}=\frac{0.216}{2.145029}=0.100698\ \text{bohr}^{-2}.$$
Since $\frac3{10}\cdot\frac{27}{125}=\frac{81}{1250}$ and $(6\pi^2)^{2/3}\pi^{-2/3}=(6\pi)^{2/3}$,
$$T_{TF}=\frac{81}{1250}(6\pi)^{2/3}=0.0648\times7.082731=0.458961\approx0.4590 ,$$
or 12.489 eV, an error of $-8.21\,\%$ relative to the exact $T$. The constant $C_2$ would give $2.871234\times0.100698=0.2891$, an error of $-42.17\,\%$ relative to $T$. It describes half an electron of each spin, for which the local $k_F^2$ is smaller by the factor $2^{2/3}=1.587401$.

## (c) Form of the gradient correction

*Assume that for a slowly varying one-spin density $T_s$ has an expansion in powers of the gradient, with coefficients that depend on the local $n$ only. Determine the form of the leading correction to $T_{TF}$ as far as symmetry and scaling allow.*

**Answer.** No rotationally invariant scalar is linear in $\nabla n$. With two gradients the candidates are $a(n)|\nabla n|^2$ and $b(n)\nabla^2n$.

If orbitals $\phi_i(\mathbf r)$ are the lowest states in $v(\mathbf r)$, then $\gamma^{3/2}\phi_i(\gamma\mathbf r)$ are the lowest states in $\gamma^2v(\gamma\mathbf r)$, because the Hamiltonian becomes $\gamma^2$ times the old one in the variable $\mathbf x=\gamma\mathbf r$. Their density is $n_\gamma=\gamma^3n(\gamma\mathbf r)$ and their kinetic energy is $\gamma^2$ times the old one: $T_s[n_\gamma]=\gamma^2T_s[n]$. The scaling does not change the number of gradients in a term, so each order must obey the law separately.

With $|\nabla n_\gamma|^2=\gamma^8|\nabla_xn|^2$, $\nabla^2n_\gamma=\gamma^5\nabla_x^2n$ and $d^3r=\gamma^{-3}d^3x$, the second-order terms become
$$\gamma^5\int a(\gamma^3n)|\nabla n|^2d^3x+\gamma^2\int b(\gamma^3n)\nabla^2n\,d^3x .$$
For a periodic density, integration by parts turns $b\nabla^2n$ into $-b'(n)|\nabla n|^2$, which can be absorbed in $a$. For a decaying density the surface term must also vanish. For hydrogen it is $4\pi r^2b(n)n'$, which vanishes at $r\to0$ because $n'$ is finite at the cusp, and at infinity provided that $b$ grows no faster than $\ln n$ as $n\to0$, as is assumed here. The law then requires $\gamma^5a(\gamma^3n)=\gamma^2a(n)$ for all $\gamma$, so $a\propto1/n$. The correction is $\lambda T_W[n]$ with $\lambda$ a pure number. Because $\lambda$ is the same for all slowly varying densities, it can be found from the simplest one, a weak long wave.

## (d) Response of the uniform gas

*A one-spin gas of mean density $n_0$ is placed in $v=V_0\cos qz$. To first order in $V_0$, $\delta n=\chi V_0\cos qz$. Find $\chi$ in terms of $k_F$ and $\eta=q/2k_F$.*

**Answer.** The potential $\frac{V_0}{2}(e^{iqz}+e^{-iqz})$ couples $\mathbf k$ to $\mathbf k\pm\mathbf q$ with $\mathbf q=q\hat z$. With $\varepsilon_k=k^2/2$,
$$\phi_{\mathbf k}=\frac{e^{i\mathbf k\cdot\mathbf r}}{\sqrt\Omega}\Big[1+\frac{V_0}{2}\sum_\pm\frac{e^{\pm iqz}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k\pm\mathbf q}}\Big],\qquad|\phi_{\mathbf k}|^2=\frac1\Omega\Big[1+V_0\cos qz\sum_\pm\frac{1}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k\pm\mathbf q}}\Big],$$
the second relation using $|1+w|^2\approx1+2\,\mathrm{Re}\,w$. The diagonal element of $v$ is zero, so away from the planes $k_z=\pm q/2$ the levels do not shift at first order. At these planes $\mathbf k$ and $\mathbf k\mp\mathbf q$ are degenerate and the levels shift by $\pm V_0/2$, but only in a layer of width about $V_0/q$. The effect on the total density is therefore of higher order, and the sum may be taken over the original sphere. The substitution $\mathbf k\to-\mathbf k$ maps the lower-sign sum onto the upper-sign sum, which gives a factor 2. The denominator is $\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}=-q(k_z+q/2)$.

It vanishes at $k_z=-q/2$. If $\mathbf k$ and $\mathbf k+\mathbf q$ are both occupied, the upper-sign term of the first and the lower-sign term of the second are equal and opposite and cancel, since mixing two occupied states leaves the total density unchanged. A state at $k_z=-q/2+x$ has its partner at $q/2+x$, which the substitution carries to $-q/2-x$. The cancelling terms therefore lie symmetrically about the pole, and the integral is a principal value.

A slice of the sphere at fixed $k_z$ is a disc of area $\pi(k_F^2-k_z^2)$. With $k_z=k_Fx$,
$$\chi=-\frac{2\pi}{8\pi^3q}\,\mathrm P\!\!\int_{-k_F}^{k_F}\frac{k_F^2-k_z^2}{k_z+q/2}dk_z=-\frac{k_F^2}{4\pi^2q}\,\mathrm P\!\!\int_{-1}^{1}\frac{1-x^2}{x+\eta}dx .$$
Write $1-x^2=-(x+\eta)(x-\eta)+(1-\eta^2)$. The first piece gives $\int_{-1}^1(\eta-x)dx=2\eta$. The second needs $\mathrm P\!\int_{-1}^1dx/(x+\eta)=\ln|1+\eta|-\ln|1-\eta|\equiv L$, the logarithms from the two sides of the excluded interval cancelling when $\eta<1$. With $q=2k_F\eta$ the prefactor is $-k_F/(8\pi^2\eta)$, so
$$\chi=-\frac{k_F}{2\pi^2}F(\eta),\qquad F=\frac12+\frac{1-\eta^2}{4\eta}\ln\Big|\frac{1+\eta}{1-\eta}\Big| ,$$
the Lindhard function. The negative sign means that electrons leave the regions of high potential.

## (e) The coefficient $\lambda$

*Find the kinetic-energy cost per volume of the wave $n_0+\delta\cos qz$ to order $\delta^2$, exactly and from $T_{TF}+\lambda T_W$. Determine $\lambda$ for small $\eta$, and discuss large $\eta$.*

**Answer.** Let $E$ be the ground-state energy per volume at fixed particle number. The energy is stationary under changes of the normalised state, so $dE/dV_0$ is the expectation value of $\partial H/\partial V_0$ (Hellmann-Feynman), which is the spatial average $\overline{n\cos qz}=\chi V_0/2$. Integration over $V_0$ gives $E_2=\chi V_0^2/4$. The potential part is $\overline{nv}=\chi V_0^2/2$. The kinetic part is the difference, and with $\delta=\chi V_0$,
$$T_2=-\frac{\chi V_0^2}{4}=-\frac{\delta^2}{4\chi}=\frac{\delta^2}{4}\,\frac{2\pi^2}{k_F}\,\frac1F .$$

In the functional, the average of $t(n_0+\delta\cos qz)-t(n_0)$ is $\frac12t''\delta^2\,\overline{\cos^2qz}=t''\delta^2/4$, the linear term averaging to zero. Here $t''=\frac53\cdot\frac23C_1n_0^{-1/3}=\frac{10}{9}\cdot\frac{3}{10}\frac{k_F^2}{n_0}=\frac{k_F^2}{3n_0}=\frac{2\pi^2}{k_F}$. The von Weizsäcker term is $q^2\delta^2\,\overline{\sin^2qz}/(8n_0)=\frac{\delta^2}{4}\frac{q^2}{4n_0}$, and $\frac{q^2}{4n_0}=k_F^2\eta^2\frac{6\pi^2}{k_F^3}=\frac{2\pi^2}{k_F}3\eta^2$. Thus
$$T_2^{TF+\lambda W}=\frac{\delta^2}{4}\,\frac{2\pi^2}{k_F}\,(1+3\lambda\eta^2).$$

For $\eta<1$, $L=2(\eta+\eta^3/3+\eta^5/5+\dots)$, so
$$F=\tfrac12+\tfrac12(1-\eta^2)\Big(1+\frac{\eta^2}3+\frac{\eta^4}5+\dots\Big)=1-\frac{\eta^2}3-\frac{\eta^4}{15}-\dots,$$
$$\frac1F=1+\frac{\eta^2}{3}+\Big(\frac1{15}+\frac19\Big)\eta^4+\dots=1+\frac{\eta^2}{3}+\frac{8\eta^4}{45}+\dots$$
The constants agree, which confirms Thomas-Fermi as the long-wave limit. The $\eta^2$ terms give $3\lambda=\frac13$, so
$$\lambda=\tfrac19,\qquad T_{GE2}=T_{TF}+\tfrac19T_W .$$
For equal spins the gradient term is $2\cdot\frac19T_W[n/2]=\frac19T_W[n]$, since $T_W$ is of degree one in $n$.

For $\eta>1$ set $y=1/\eta$. Then $L=2(y+y^3/3+y^5/5+\dots)$ and $(1-\eta^2)/(4\eta)=(y^2-1)/(4y)$, so $F=\frac12+\frac12(y^2-1)(1+\frac{y^2}3+\frac{y^4}5+\dots)=\frac{y^2}{3}(1+\frac{y^2}5+\dots)$ and $1/F=3\eta^2-\frac35+\dots$ In linear response, short waves cost the full $T_W$ at leading order, $\lambda=1$. No single $\lambda$ serves both limits.

The numerical check tests these steps by diagonalising a one-spin gas in a cosine potential, with chemical potential 0.5. For $V_0=0.01$ the computed response at $\eta=0.4$ is $-0.047865$ against the Lindhard value $-0.047867$, at $\eta=2$ both are $-0.004459$ (bohr$^{-3}$/hartree), and the ratio of the computed $T_2$ to $-\delta^2/4\chi$ is 1.0000 in both cases. For $V_0=0.05$ the ratio $(T_s-T_{TF})/T_W$ is 0.11357 at $q=0.4$ bohr$^{-1}$ and 0.11171 at $q=0.2$ bohr$^{-1}$, where the density is modulated by 0.149 of its mean. The excesses over 0.11111 are 0.00246 and 0.00060. They fall about fourfold when $q$ is halved, as expected from the $\eta^4$ term of $1/F$, which adds a part proportional to $\eta^2$ to the ratio. Removing a $q^2$ term by forming $(4\times0.11171-0.11357)/3$ gives 0.1111.

## (f) The gradient expansion for hydrogen

*Evaluate $T_{GE2}$ for hydrogen and for He$^+$. Does the derivation justify the accuracy found? Use $s=|\nabla n|/(2k_Fn)$ with the local $k_F=(6\pi^2n)^{1/3}$.*

**Answer.** From (a), (b) and (e),
$$T_{GE2}=\frac{81}{1250}(6\pi)^{2/3}+\frac1{18}=0.458961+0.055556=0.514517\approx0.5145 ,$$
or 14.001 eV, an error of $+2.90\,\%$ relative to the exact $T=\frac12$. The equal-spin constant would give $0.289127+0.055556=0.3447$, an error of $-31.06\,\%$ relative to $T$.

For charge $Z$ the potential $-Z/r$ equals $\gamma^2v(\gamma r)$ with $v=-1/r$ and $\gamma=Z$, so the density is $n_\gamma$ of part (c). $T$ and $T_W$ scale as $Z^2$, and so does $T_{TF}$, since $\gamma^5\gamma^{-3}=\gamma^2$. The relative errors are the same for every hydrogenic 1s state. For He$^+$, $T=T_W=2$, $T_{TF}=4\times0.458961=1.8358$ and $T_{GE2}=4\times0.514517=2.0581$. A finite-difference solution of the radial equation in the program gives these values.

The expansion requires the density to change little on the local length scale $1/k_F$. The variable $s$ is the relative change $|\nabla n|/n$ taken over the length $1/(2k_F)$; over a full Fermi wavelength $2\pi/k_F$ the same measure is $4\pi s$. For 1s, $|\nabla n|/n=2$ and $k_F=(6\pi)^{1/3}e^{-2r/3}$, so
$$s=\frac1{k_F}=(6\pi)^{-1/3}e^{2r/3}.$$
This is $1/2.661340=0.3758$ at the nucleus, 0.7319 at $r=1$ and 1.4255 at $r=2$, and it grows without limit. The local ratio of the gradient term to the Thomas-Fermi term is
$$\frac{\frac1{72}\,n\,(2k_Fs)^2}{\frac3{10}k_F^2n}=\frac{5}{27}s^2 ,$$
equal to 0.1852 at $s=1$. The value $s=1$ is reached when $e^{2r/3}=(6\pi)^{1/3}$, at $r_1=\frac12\ln6\pi=1.4682$. The charge beyond $r$ is $\int_r^\infty4x^2e^{-2x}dx=e^{-2r}(1+2r+2r^2)$, as differentiation confirms. With $e^{-2r_1}=1/6\pi$ this is $(1+2.94+4.31)/6\pi\approx0.44$. Near the nucleus $s$ is below one, but $\nabla^2n=n''+2n'/r=(4-4/r)n$ diverges, so the second derivative is not small there.

The condition $s\ll1$ is thus met nowhere, since $s\ge0.3758$ and $4\pi s\ge4.72$ at every radius. Even the mild test $s<1$ fails in the outer region, which holds 44 % of the electron, and at the cusp the second derivative diverges. The value 0.5145 is the correct evaluation of $T_{GE2}$ on this density, but the derivation in (c) to (e) gives no guarantee that it lies within 3 % of $T$. The exactness of $T_W$ has a separate origin, the single real orbital of part (a), and owes nothing to the uniform gas.

## Computed results

```
1 hartree = 27.2114 eV
C1 = 4.557800, C2 = 2.871234, 2^(2/3) = 1.587401 (a.u.)
box count, N = 1000000: C1 = 4.5578, C2 = 2.8712 (a.u.)
pi^(2/3) = 2.145029, (6pi)^(1/3) = 2.661340, (6pi)^(2/3) = 7.082731
int n^(5/3) = 0.100698 bohr^-2
H 1s exact T = 0.500000 hartree = 13.606 eV
H 1s T_W = 0.500000 hartree = 13.606 eV
H 1s T_TF polarised = 0.458961 hartree = 12.489 eV, error -8.21 %
H 1s T_W/9 = 0.055556 hartree
H 1s T_GE2 polarised = 0.514517 hartree = 14.001 eV, error +2.90 %
H 1s T_TF unpolarised = 0.289127 hartree, error -42.17 %
H 1s T_GE2 unpolarised = 0.344683 hartree, error -31.06 %
finite diff Z=1: E=-0.5000 T=0.5000 T_W=0.5000 T_TF=0.4590 T_GE2=0.5145 hartree
finite diff Z=2: E=-2.0000 T=2.0000 T_W=2.0000 T_TF=1.8358 T_GE2=2.0581 hartree
H 2s: T = 0.125000, T_W = 0.125000 hartree
H 2p m=1: T = 0.125000, T_W = 0.062500, phase term = 0.062500 hartree
1/F small eta: eta^2 coefficient 1/3, eta^4 coefficient 8/45; lambda = 1/9
1/F large eta: eta^2 coefficient 3, constant -3/5
cosine gas, mu = 0.5 hartree, V0 = 0.01 hartree (chi in bohr^-3/hartree):
  q=0.8 /bohr, eta=0.4000: chi exact=-0.047865, Lindhard=-0.047867, T2 ratio=1.0000
  q=4.0 /bohr, eta=2.0000: chi exact=-0.004459, Lindhard=-0.004459, T2 ratio=1.0000
cosine gas, mu = 0.5 hartree, V0 = 0.05 hartree, relative modulation 0.149:
  lambda(q=0.4 /bohr) = 0.11357, lambda(q=0.2 /bohr) = 0.11171
  lambda extrapolated to q=0 = 0.11110, 1/9 = 0.11111
s(0) = 0.3758, s(1 bohr) = 0.7319, s(2 bohr) = 1.4255
s = 1 at r = 1.4682 bohr; electron fraction beyond = 0.4376
local gradient/TF ratio at s = 1: 0.1852
```
